# Tauc's Quadratic Absorption Law for an Amorphous Semiconductor

## 1. The law and its assumptions

Let an amorphous semiconductor have a full valence band ending at $E_v$ and an empty conduction band starting at $E_c$, with gap $E_g=E_c-E_v$. Under the assumptions stated below, its absorption at photon energies $\omega$ slightly above $E_g$ obeys

$$
\omega^2\varepsilon_2(\omega)=K(\omega-E_g)^2,\qquad K=\pi^3\,\Omega P^2C_vC_c, \tag{1}
$$

$$
\alpha\,\omega=B(\omega-E_g)^2,\qquad B=\frac{K}{nc}. \tag{2}
$$

Here $\varepsilon_2$ is the imaginary part of the dielectric function, $\alpha$ the absorption coefficient of the intensity, $n$ the refractive index and $c$ the speed of light. The algebra uses atomic units ($\hbar=m=e=1$) with Gaussian fields, so $\omega$ is both frequency and photon energy. The constants $C_v$ and $C_c$ describe the band edges,

$$
g_v(E)=C_v\sqrt{E_v-E},\qquad g_c(E)=C_c\sqrt{E-E_c}, \tag{3}
$$

where $g$ is the number of states per energy, volume and spin. $P^2$ is the squared momentum matrix element, along the light's polarization, between the valence and conduction orbitals of one cell of volume $\Omega$.

The squared momentum elements between eigenstates of the two bands are assumed to have an average that does not depend on the energies of the states; Section 3 gives conditions sufficient for this. The electrons are independent and at zero temperature. Electron–hole attraction, local-field corrections and tail states in the gap are left out. Equation (2) needs one condition more than (1): $n$ must be constant over the range considered. If it varies, the quadratic quantity is $n\alpha\omega$.

## 2. Absorption as a sum over transitions

Let the field in the medium be $F\cos\omega t$ along $x$. A uniform vector potential with $F\cos\omega t=-(1/c)\,\partial A/\partial t$ is $A=-(cF/\omega)\sin\omega t$. For an electron of charge $-1$ the kinetic energy is $(\mathbf p+\mathbf A/c)^2/2$, and its part linear in the field is

$$
H'=\frac{A\,p_x}{c}=-\frac{F}{\omega}\,p_x\sin\omega t. \tag{4}
$$

The term in $A^2$ is a number, the same for all states, and causes no transitions. Writing the sine as two exponentials, the part varying as $e^{-i\omega t}$, which causes absorption, has a matrix element of magnitude $F|p_{cv}|/(2\omega)$, with $p_{cv}=\langle c|p_x|v\rangle$. The golden rule gives the transition rate

$$
w_{cv}=2\pi\,\frac{F^2}{4\omega^2}\,|p_{cv}|^2\,\delta(E_c'-E_v'-\omega), \tag{5}
$$

where $E_v'$ and $E_c'$ are the energies of the two states. Each transition takes up the energy $\omega$, so the power absorbed per volume is

$$
\frac{\omega}{V}\sum_{v,c}w_{cv}=\frac{\pi F^2}{2\omega V}\sum_{v,c}|p_{cv}|^2\,\delta(E_c'-E_v'-\omega). \tag{6}
$$

The same power follows from the macroscopic polarization. With susceptibility $\chi_1+i\chi_2$, the polarization is $\chi_1F\cos\omega t+\chi_2F\sin\omega t$. The time average of the field times the rate of change of the polarization is $\omega\chi_2F^2/2$. Since $\varepsilon=1+4\pi\chi$, this equals $\omega\varepsilon_2F^2/(8\pi)$. Setting it equal to (6) and solving for $\varepsilon_2$,

$$
\varepsilon_2(\omega)=\frac{4\pi^2}{\omega^2V}\sum_{v,c}|p_{cv}|^2\,\delta(E_c'-E_v'-\omega), \tag{7}
$$

where the sum includes spin.

The prefactor can be tested on a single electron. The Kramers–Kronig relation $\varepsilon_1(0)-1=(2/\pi)\int_0^\infty\varepsilon_2\,d\omega/\omega$, with $\varepsilon_1(0)-1=4\pi\alpha_{\rm pol}/V$, turns (7) into a static polarizability $\alpha_{\rm pol}=2\sum_j|p_{j0}|^2/(E_j-E_0)^3$. For an electron in the potential $x^2/2+x^4/4$ this sum gives 0.50468 atomic units. The energy shift in a small static field gives the same value.

To pass to $\alpha$, consider a wave $e^{i(n+i\kappa)\omega z/c}$. Its intensity falls as $e^{-2\kappa\omega z/c}$, so $\alpha=2\kappa\omega/c$. From $\varepsilon=(n+i\kappa)^2$ follows $\varepsilon_2=2n\kappa$, and eliminating $\kappa$,

$$
\alpha=\frac{\omega\,\varepsilon_2}{nc}. \tag{8}
$$

## 3. What relaxed wavevector conservation means

Divide the solid into $N=V/\Omega$ cells, each with one valence orbital $|v_r\rangle$ and one conduction orbital $|c_r\rangle$. Let the momentum operator connect the two within a cell, with the same element $P$ in every cell. Let the Hamiltonian mix valence orbitals among themselves and conduction orbitals among themselves. The eigenstates are then

$$
|i\rangle=\sum_r a_i(r)|v_r\rangle,\qquad |j\rangle=\sum_r b_j(r)|c_r\rangle,\qquad
p_{ji}=P\sum_r b_j^*(r)\,a_i(r). \tag{9}
$$

The $b_j$ form a complete set on the cells, $\sum_jb_j^*(r)b_j(r')=\delta_{rr'}$, and $a_i$ is normalized. Hence

$$
\sum_j|p_{ji}|^2=P^2\sum_{r,r'}a_i(r)a_i^*(r')\sum_jb_j^*(r)b_j(r')=P^2. \tag{10}
$$

This total strength is the same in a crystal and in a disordered solid. What differs is how it is shared among the final states.

In a crystal, $a_i$ and $b_j$ are Bloch waves. The overlap in (9) vanishes unless their wavevectors agree, and a single final state receives all of $P^2$. In the amorphous solid, suppose that the conduction eigenvectors are random and statistically unrelated both to the valence eigenvectors and to the energies. No cell is then preferred and different cells have no fixed relative phase, so the average of $b_j^*(r)b_j(r')$ is $\delta_{rr'}/N$. Inserting this in the square of (9),

$$
\overline{|p_{ji}|^2}=\frac{P^2}{N}\sum_r|a_i(r)|^2=\frac{P^2}{N}=\frac{P^2\Omega}{V}. \tag{11}
$$

This is the precise sense of a constant momentum matrix element: the average over pairs does not depend on the two energies. It does depend on the volume. Doubling the sample doubles the number of final states open to each electron and halves the strength of each transition. An average independent of $V$ would make $\varepsilon_2$ grow with the size of the sample.

Disorder by itself does not ensure (11). If the same disorder acts on both bands so that their eigenvectors coincide, the states are as irregular as before, yet each valence state still couples to one conduction state. Independent disorder in the two bands is not sufficient either. If it is weak and hopping is short-ranged, states near a band edge keep part of their Bloch character, and the average then depends on the energies. In a real amorphous network both bands also live on the same atoms. The conditions behind (11) are therefore assumptions about the material.

## 4. The quadratic law

Replace $|p_{cv}|^2$ in (7) by its average (11). The light does not flip the spin, so the sum over spin gives one factor 2. An interval $dE$ holds $Vg_v(E)\,dE$ valence levels per spin, and likewise for the conduction band. The delta function fixes the final energy at $E+\omega$:

$$
\varepsilon_2=\frac{4\pi^2}{\omega^2V}\cdot2\cdot\frac{P^2\Omega}{V}\cdot V^2\!\int g_v(E)\,g_c(E+\omega)\,dE
=\frac{8\pi^2\Omega P^2}{\omega^2}\int g_v(E)\,g_c(E+\omega)\,dE. \tag{12}
$$

The volume has cancelled, as it must.

Let $\Delta=\omega-E_g$ be the excess energy and $x=E_v-E$ the depth of the initial state below the valence edge. The final state lies above the conduction edge by

$$
E+\omega-E_c=\omega-x-(E_c-E_v)=\Delta-x. \tag{13}
$$

Both distances must be positive, so $0<x<\Delta$. With the edges (3), the integral in (12) is

$$
J(\omega)=C_vC_c\int_0^\Delta\sqrt{x(\Delta-x)}\,dx. \tag{14}
$$

Put $x=\Delta\sin^2\theta$. Then $\sqrt{x(\Delta-x)}=\Delta\sin\theta\cos\theta$ and $dx=2\Delta\sin\theta\cos\theta\,d\theta$, so that

$$
J=2C_vC_c\Delta^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta
=\frac{C_vC_c\Delta^2}{2}\int_0^{\pi/2}\sin^22\theta\,d\theta=\frac{\pi}{8}\,C_vC_c\Delta^2. \tag{15}
$$

Inserting (15) in (12) gives $\omega^2\varepsilon_2=8\pi^2\Omega P^2\cdot(\pi/8)\,C_vC_c\Delta^2$, which is (1). Multiplying (8) by $\omega$ gives $\alpha\omega=\omega^2\varepsilon_2/(nc)$, which is (2).

The exponent has a simple origin. Each edge contributes a power $1/2$. The freedom to divide the excess energy between hole and electron contributes one further power, since $x$ ranges over an interval of length $\Delta$. Wavevector conservation restricts that freedom. For mirror-image bands with shared eigenvectors it disappears completely, and electron and hole each take $\Delta/2$. Each of the $V\!\int g\,dx$ levels per spin then contributes its full $P^2$, and (7) gives

$$
\omega^2\varepsilon_2=8\pi^2P^2\int_0^\infty C\sqrt x\;\delta(\Delta-2x)\,dx=4\pi^2P^2C\sqrt{\Delta/2}. \tag{16}
$$

The exponent is $1/2$ instead of 2, with the same density of states in each band.

## 5. Bands of finite width

Square-root edges cannot continue through a whole band. A definite model is a semicircular density holding one state per cell and spin, with half-width $R$ for both bands. At distance $x$ from the edge,

$$
g(x)=\frac{2}{\pi R^2\Omega}\sqrt{x(2R-x)},\qquad C=\frac{2\sqrt2}{\pi\Omega R^{3/2}}, \tag{17}
$$

where $C$ follows from $2R-x\to2R$ at small $x$. With $y=\Delta-x$, the integrand of (14) acquires the factor

$$
\sqrt{\Big(1-\frac{x}{2R}\Big)\Big(1-\frac{y}{2R}\Big)}\simeq1-\frac{x+y}{4R}-\frac{(x-y)^2}{32R^2}, \tag{18}
$$

from expanding each root to second order and multiplying. Here $x+y=\Delta$. In the variable of (15), $(x-y)^2=\Delta^2\cos^22\theta$ and the weight is $\sin^22\theta$. The average of $\cos^22\theta$ with this weight is $(\pi/16)/(\pi/4)=1/4$. Therefore

$$
\omega^2\varepsilon_2\simeq K\Delta^2\left(1-\frac{\Delta}{4R}-\frac{\Delta^2}{128R^2}\right). \tag{19}
$$

In this model the law is accurate for $\Delta\ll4R$. It overestimates the absorption at every $\Delta>0$, slightly at first and more strongly as $\Delta$ grows.

## 6. Reading a gap from a Tauc plot

By (2), $\sqrt{\alpha\omega}$ plotted against $\omega$ is a straight line that reaches zero at $E_g$. This is an extrapolated gap, and it inherits the errors of the assumptions. Two of them can be worked out by drawing the line through two points with excess energies $\Delta_1$ and $\Delta_2$.

**Band curvature.** The square root of (19), expanded to second order in $\Delta/R$, is proportional to

$$
f(\Delta)=\Delta-a\Delta^2-b\Delta^3,\qquad a=\frac{1}{8R},\qquad b=\frac{3}{256R^2}. \tag{20}
$$

The value of $b$ collects $1/256$ from half the last term of (19) and $1/128$ from $\tfrac18(\Delta/4R)^2$. The line through the two points has slope

$$
s=\frac{f(\Delta_2)-f(\Delta_1)}{\Delta_2-\Delta_1}=1-a(\Delta_1+\Delta_2)-b(\Delta_1^2+\Delta_1\Delta_2+\Delta_2^2) \tag{21}
$$

and reaches zero at $\Delta_1-f(\Delta_1)/s=[\Delta_1s-f(\Delta_1)]/s$. In the bracket the terms $\Delta_1$, $a\Delta_1^2$ and $b\Delta_1^3$ cancel, which leaves the shift of the apparent gap,

$$
\delta E_g=-\frac{\Delta_1\Delta_2\,[a+b(\Delta_1+\Delta_2)]}{s}. \tag{22}
$$

**Constant dipole element.** For a local potential, $p_x=i[H,x]$, so $|p_{cv}|^2=\omega^2|x_{cv}|^2$ for a transition at energy $\omega$. If the pair average of $|x_{cv}|^2$ is the constant one, (7) gives $\varepsilon_2\propto\Delta^2$ and $\alpha\omega\propto\omega^2\Delta^2$. The plotted root is then proportional to $(E_g+\Delta)\Delta$. Its line has slope $E_g+\Delta_1+\Delta_2$ in the same units, and the same construction gives

$$
\delta E_g=\Delta_1-\frac{(E_g+\Delta_1)\Delta_1}{E_g+\Delta_1+\Delta_2}=+\frac{\Delta_1\Delta_2}{E_g+\Delta_1+\Delta_2}. \tag{23}
$$

The matrix-element assumption therefore affects the gap that is read off, as well as the slope.

## 7. A numerical example

Take round model parameters: $E_g=0.8$ eV, $R=3$ eV, $\Omega=50$ Å$^3$, $P^2/m=5$ eV and $n=4$. They represent no particular material, and $P^2$ and $n$ are chosen independently of each other. The set is not self-consistent as a closed two-band system. The mean oscillator strength per valence electron, $2(P^2/m)\langle1/\omega\rangle$, comes to 1.67, above the $f$-sum value of 1 for a local potential with no deeper occupied bands. The Kramers–Kronig transform of this $\varepsilon_2$ alone gives $n\approx2.7$ near 1.5 eV, so $n=4$ presumes further transitions at higher energy. The absolute values of $\varepsilon_2$ and $\alpha$ below only illustrate the scale. Equation (17) gives

$$
C=\frac{0.9003}{50\times5.196}=3.465\times10^{-3}\ \text{eV}^{-3/2}\,\text{Å}^{-3}. \tag{24}
$$

The product $\pi^3\Omega(P^2/m)C^2$ is $31.006\times50\times5\times1.2008\times10^{-5}=0.09308$ eV$^{-2}$ Å$^{-3}$. To obtain the dimensionless $K$ of atomic units, multiply by the square of the Hartree energy and the cube of the Bohr radius:

$$
K=0.09308\times(27.211)^2\times(0.52918)^3=10.21. \tag{25}
$$

With $\hbar c=1973.27$ eV Å, $B=10.21/(4\times1973.27)=1.294\times10^{-3}$ Å$^{-1}$ eV$^{-1}$. At a photon energy of 1.5 eV the excess is 0.7 eV, and

$$
\varepsilon_2=10.21\left(\frac{0.7}{1.5}\right)^2=2.22,\qquad
\alpha=\frac{1.294\times10^{-3}\times0.49}{1.5}=4.23\times10^{-4}\ \text{Å}^{-1}, \tag{26}
$$

or $4.23\times10^4$ cm$^{-1}$. The intensity falls by a factor $e$ over about 2400 Å.

Integrating (12) numerically with the full semicircular bands gives $\varepsilon_2=2.09$ at this energy, 0.9412 of the law. Equation (19) predicts $1-0.05833-0.00043=0.94124$. At 1.0 eV the law is 2% above the full-band result, and at 1.8 eV it is 9% above.

For a Tauc plot through 1.3 and 1.8 eV, $\Delta_1=0.5$ eV and $\Delta_2=1.0$ eV. The full bands give $\sqrt{\alpha\omega}=0.01761$ and $0.03442$ Å$^{-1/2}$ eV$^{1/2}$, and the line reaches zero at

$$
1.3-0.01761\times\frac{0.5}{0.03442-0.01761}=0.776\ \text{eV}; \tag{27}
$$

unrounded values give 0.7766 eV. The apparent gap is 0.023 eV too low, as (22) predicts. This holds for constant $n$. If $n$ follows from the Kramers–Kronig transform of the same $\varepsilon_2$, with a constant background that makes $n=4$ at 1.5 eV, it falls from 4.01 to 3.96 between the two points and the apparent gap rises by about 0.007 eV. With a constant dipole element, (23) gives $0.5/2.3=0.217$ eV, and the apparent gap is 1.017 eV. For these parameters and these two points, the choice of matrix element matters about nine times as much as the band curvature.

## 8. A disordered model solved by diagonalization

The derivation can be checked by an explicit sum over states, without inserting (11) or the edges (3). Each band is given a random Hermitian Hamiltonian on $N$ cells, with independent Gaussian elements between all pairs of cells. The two Hamiltonians are first drawn independently, and their distribution favours no particular basis, so the eigenvectors are unrelated both to those of the other band and to the energies. The assumptions behind (11) are thus built into the model and are not themselves tested. For large $N$ its level density approaches the semicircle (17). This is an idealized model with hopping of unlimited range, and it represents no atomic structure. Its eigenvalues and eigenvectors are inserted in (7), with the parameters of Section 7.

For pairs with excess energy below 1.2 eV, the average of $N|p_{ji}|^2/P^2$ is 1.000 for $N=100$ and 1.011 for $N=200$, consistent with the $1/V$ scaling that the construction of the model implies. The integral of $\omega^2\varepsilon_2$ from the gap to $\Delta$ should be, from the first two terms of (19),

$$
W(\Delta)=K\left(\frac{\Delta^3}{3}-\frac{\Delta^4}{16R}\right). \tag{28}
$$

At $\Delta=1.2$ eV the state sums are 0.983 and 1.006 times this value for the two sizes. The tests allow 7% for sampling scatter, so they confirm the absolute prefactor at that level.

An effective exponent of the absorption is $\log_2[W(1.2\ \text{eV})/W(0.6\ \text{eV})]-1$, which equals 2 for a pure quadratic law. Equation (28) lowers it to 1.943, and the diagonalization gives 1.920, a difference smaller than the scatter of about 0.04 between independent runs of this size. When the valence Hamiltonian is instead the negative of the conduction one, apart from a constant, the eigenvectors coincide and the exponent drops to 0.482, close to the $1/2$ of (16), which the curvature of the semicircle lowers to 0.477, again with a scatter of about 0.04. The disorder is as strong as before. What has changed is the relation between the two sets of states: their eigenvectors now coincide completely, and the quadratic law no longer holds. Partial correlation between the bands is not examined here.

The remaining values are in the numerical output that follows.

## Table of computed values

```
Hartree energy: 27.21139 eV
Bohr radius: 0.529177 angstrom
hbar c: 1973.27 eV angstrom
Gap Eg: 0.80 eV
Band half-width R: 3.00 eV
Cell volume Omega: 50.0 angstrom^3
P^2/m: 5.00 eV
Refractive index n: 4.0
Edge coefficient C: 3.4653e-03 eV^-3/2 angstrom^-3
K (dimensionless): 10.2136
Tauc constant B: 1.2940e-03 angstrom^-1 eV^-1
Photon energy (eV), eps2 law, eps2 full bands,
  alpha law (1/angstrom), alpha full bands (1/angstrom):
  1.0  0.4085  0.4017  5.1760e-05  5.0896e-05
  1.3  1.5109  1.4476  2.4885e-04  2.3842e-04
  1.5  2.2243  2.0935  4.2271e-04  3.9786e-04
  1.8  3.1524  2.8867  7.1889e-04  6.5830e-04
alpha law at 1.5 eV: 4.227e+04 cm^-1
Full bands / law at 1.5 eV: 0.94121
First-order band factor at 1.5 eV: 0.94167
Second-order band factor at 1.5 eV: 0.94124
Tauc-plot gap, law: 0.8000 eV
Tauc-plot gap, full bands: 0.7766 eV
First-order shift, full bands: -0.0222 eV
Second-order shift, full bands: -0.0233 eV
Tauc-plot gap, constant dipole: 1.0174 eV
Predicted shift, constant dipole: 0.2174 eV
Polarizability, Kramers-Kronig: 0.50468 a.u.
Polarizability, finite field: 0.50468 a.u.
Mean N|p|^2/P^2, N=100: 1.000
Mean N|p|^2/P^2, N=200: 1.011
State sum / law with band factor, N=100: 0.983
State sum / law with band factor, N=200: 1.006
Upper excess energies of the sums: 0.60, 1.20 eV
Exponent, unrelated eigenvectors: 1.920
Exponent, law with band factor: 1.943
Exponent, shared eigenvectors: 0.482
```
